\section*{Ligand Spin-Orbit Coupling in Metal g Shifts: Cancellation and Reversal, part 2}

A planar MX$_4$ halide, with ligands on $\pm x$ and $\pm y$, has one unpaired electron. We ask how the metal and ligand spin-orbit constants $\zeta_d$ and $\zeta_p$ shift $\Delta g=g-g_e$ along $z$ ($g_\parallel$) and $x$ ($g_\perp$).

The independent-electron model has five metal $d$ and three $p$ orbitals per ligand, taken as orthonormal. The algebra uses atomic units ($\mu_B=\tfrac12$). Spin-orbit coupling is $\mathbf h\cdot\mathbf s$, with $\mathbf h=\zeta_d\,\mathbf l_M+\zeta_p\sum_X\mathbf l_X$ built from one-centre angular momenta, $\zeta=\langle\xi\rangle$ and $\xi=(\alpha^2/2)\,r^{-1}dV/dr$ for a central potential $V$. $\mathbf L$ is taken about the metal. On a ligand at $\mathbf R$ it is $\mathbf l_X+\mathbf R\times\mathbf p$; by parity, $\mathbf p$ has no one-centre $p$--$p$ element.

A $d$ level at $E$ and its ligand $p$ group orbital $\chi$ at zero, coupled by $-T$, give energies $E/2\pm\sqrt{E^2/4+T^2}$. With hopping strengths $V_\sigma$, $V_\pi$, $T=\sqrt3V_\sigma$ for $x^2-y^2$, $2V_\pi$ for $xy$ and $\sqrt2V_\pi$ for $xz$, $yz$.

The singly occupied orbital (SOMO) $|0\rangle=a\,d_0-a'\chi_0$ at $\varepsilon_0$ couples to the antibonding $b\,d_n-b'\chi_n$ at $\varepsilon^*$ (d--d term) and the bonding $b'd_n+b\chi_n$ at $\varepsilon^b$ (charge-transfer, CT, term). To first order in the spin-orbit constants,
\begin{equation}
\Delta g = 2m^2\left[\frac{k^*\zeta^*}{\varepsilon_0-\varepsilon^*}+\frac{k^b\zeta^b}{\varepsilon_0-\varepsilon^b}\right],
\label{eq:main}
\end{equation}
\begin{align}
k^*&=ab+\eta a'b', & \zeta^*&=ab\,\zeta_d+\eta a'b'\zeta_p,\label{eq:dd}\\
k^b&=ab'-\eta a'b, & \zeta^b&=ab'\zeta_d-\eta a'b\,\zeta_p.\label{eq:ct}
\end{align}
Here $\langle d_n|l_k|d_0\rangle=im$ and $\langle\chi_n|\sum_X l_{X,k}|\chi_0\rangle=im\eta$; the partners' elements of $h_k$ with the SOMO are $im\zeta^*$ and $im\zeta^b$. For $x^2-y^2\leftrightarrow xy$ (field along $z$), $|m|=2$, $\eta=-\tfrac12$. For field along $x$, $|m|=1$, with $\eta=-1/\sqrt2$ for $x^2-y^2\to yz$ and $+1/\sqrt2$ for $xy\to xz$.

With $\lambda_0=a'/a$, $\lambda_n=b'/b$, $E>0$ and $\eta<0$ (a $\sigma$--$\pi$ channel), the d--d term changes sign when
\begin{equation}
\zeta_p/\zeta_d>1/(|\eta|\lambda_0\lambda_n)>1 .
\label{eq:crit}
\end{equation}
For an $x^2-y^2$ SOMO at $V_\pi=0$, the slope of $\Delta g_\parallel$ in $\zeta_p$ is $+2a'^2/\varepsilon_0$.

\subsection{How large: a worked model}

The constants come from non-relativistic, spherically averaged, spin-unpolarised exchange-only LDA calculations on the free neutral halogens and metal ions, with $V$ the Kohn--Sham potential: $\zeta_p=0.0826$, $0.3209$, $0.6112$ eV for Cl, Br, I, and $\zeta_d=0.0399$ eV for V$^{4+}$ and $0.1213$ eV for Cu$^{2+}$. Relativistic changes of the radial functions, the charge state of the halide, and the exchange and spin-other-orbit parts of the two-electron coupling are not included. The metal values lie 29\% (V$^{4+}$) and 18\% (Cu$^{2+}$) above those implied by the free-ion fine structure (about $0.031$ eV for V$^{4+}$ and $0.103$ eV for Cu$^{2+}$), so the constants are model inputs of the right size; four figures are kept to let the arithmetic be followed. The other parameters are round model values held fixed across the halides to isolate $\zeta_p$: $V_\sigma=1.5$ eV, $V_\pi=0.7$ eV, and for $d^1$ the levels $E=3,4,5,6$ eV for $xy$, $x^2-y^2$, $xz/yz$, $z^2$ (the offsets stand for an ionic and axial field and are needed to make $xy$ the SOMO: with all five levels at 3 eV the antibonding $xz/yz$ pair lies at $1.5+\sqrt{2.25+0.98}=3.30$ eV, below $xy$ at $3.55$ eV), for $d^9$ $E=2$ eV throughout. The results describe the model and are not predictions for compounds. The numerical check tests the four terms against a numerical sum over states, and the total metal and ligand slopes against finite-field diagonalisation of the $34\times34$ Hamiltonian, for these and for random parameters; ``exact'' below refers to that diagonalisation.

\paragraph{$d^1$.} The SOMO has $a=0.9303$, $a'=0.3667$, $\varepsilon_0=3.5518$ eV; the $x^2-y^2$ pair has $b=0.8972$, $b'=0.4416$, $\varepsilon^*=5.2787$ eV, $\varepsilon^b=-1.2787$ eV. Then $ab=0.8347$, $\tfrac12a'b'=0.0810$, $k^*=0.7537$; $ab'=0.4108$, $\tfrac12a'b=0.1645$, $k^b=0.5753$. The denominators are $-1.7269$ and $4.8305$ eV. With the constants in eV,
\begin{align}
\Delta g_\parallel^{dd}&=\frac{8(0.7537)}{-1.7269}\,(0.8347\zeta_d-0.0810\zeta_p)=-2.915\zeta_d+0.283\zeta_p,\\
\Delta g_\parallel^{CT}&=\frac{8(0.5753)}{4.8305}\,(0.4108\zeta_d+0.1645\zeta_p)=0.391\zeta_d+0.157\zeta_p .
\end{align}
The sum is $-2.523\zeta_d+0.439\zeta_p=-0.101+0.439\zeta_p$. The d--d term reverses at $\zeta_p/\zeta_d=0.8347/0.0810=10.3$, or $\zeta_p=0.41$ eV, which iodine exceeds and bromine does not (with $\zeta_d=0.031$ eV the threshold would be $0.32$ eV, level with bromine). The total reverses at $0.1008/0.4394=0.229$ eV. The bromide reversal in this model therefore depends on the CT term: the d--d part is $-0.1164+0.0907=-0.026$ and the CT part $0.0156+0.0503=+0.066$.

For $g_\perp$ the coefficients are $-1.0745$ and $-0.0075$ for $\zeta_d$, $-0.0571$ and $+0.0109$ for $\zeta_p$ (d--d and CT, per eV; here $k^b=-0.080$). The total is $-1.082\zeta_d-0.046\zeta_p$, so $g_\parallel-g_\perp=-1.441\zeta_d+0.486\zeta_p$, which vanishes at $\zeta_p=0.12$ eV. In this model the anisotropy inverts at about half the $\zeta_p$ needed to push $g_\parallel$ above $g_e$. The ratio depends on representing the axial field by a level offset: if $xz/yz$ start at $E=3$ eV and are raised to nearly the same antibonding energy ($5.17$ eV) by $\pi$ hopping of $3.2$ eV to one axial ligand with its $p$ levels at zero and no spin-orbit coupling, the first-order total for $g_\perp$ becomes $-0.72\zeta_d-0.018\zeta_p$ and the crossing moves to $0.16$ eV, still between chloride and bromide.

\begin{center}
\begin{tabular}{lrrrr}
$d^1$ & $\zeta_p=0$ & Cl & Br & I\\
$\Delta g_\parallel$, first order & $-0.101$ & $-0.065$ & $+0.040$ & $+0.168$\\
$\Delta g_\parallel$, exact & $-0.103$ & $-0.068$ & $+0.031$ & $+0.144$\\
$\Delta g_\perp$, exact & $-0.045$ & $-0.048$ & $-0.059$ & $-0.074$\\
$g_\parallel-g_\perp$, exact & $-0.058$ & $-0.019$ & $+0.090$ & $+0.218$
\end{tabular}
\end{center}

The exact crossings are $\zeta_p=0.24$ eV ($1960$ cm$^{-1}$) for $\Delta g_\parallel=0$ and $0.12$ eV ($1000$ cm$^{-1}$) for $g_\parallel=g_\perp$; the first-order values $0.2293$ and $0.1185$ eV lie 6\% and 5\% below the exact $0.2435$ and $0.1243$ eV. The first-order $\Delta g_\parallel$ exceeds the exact one by $0.009$ for Br and $0.024$ for I, which is 28\% and 17\% of the exact shift.

\paragraph{$d^9$.} Here $a=0.8244$, $a'=0.5660$, $b=0.8892$, $b'=0.4576$, so $ab=0.7331$, $\tfrac12a'b'=0.1295$, and the d--d threshold is $\zeta_p/\zeta_d=5.66$, or $0.69$ eV. Iodine, at $0.6112/0.1213=5.0$, is just below it: the d--d term drops from $0.4036$ to $0.4036-0.3593=0.044$. The margin is smaller than the uncertainty of the constants: with $\zeta_d=0.103$ eV the ratio is $5.9$ and the term is slightly negative. The CT term meanwhile grows from $0.0511$ to $0.0511+0.1718=0.223$ and becomes the larger part of the shift. The ligand slope is $-0.5880+0.2811=-0.307$ per eV, against a metal part of $0.4547$. A linear extrapolation puts the zero at $1.5$ eV, more than twice the iodine value and beyond the range in which the first-order formula was compared with the exact one. The exact $\Delta g_\parallel$ is $0.419$, $0.399$, $0.339$, $0.261$ for $\zeta_p=0$, Cl, Br, I, a reduction of 38\% of the $\zeta_p=0$ value for I, and $g_\parallel-g_\perp$ falls from $0.351$ to $0.185$. With $V_\pi=0$ the slope is $2(0.5660)^2/3.7839=+0.169$ per eV, as the diagonalisation confirms.

The perpendicular component does not follow the first-order trend. Its ligand slope is the small remainder $-0.1349+0.1208=-0.014$ per eV, and the first-order $\Delta g_\perp$ falls from $0.094$ to $0.086$, whereas the exact values are $0.068$, $0.072$, $0.077$, $0.076$. One second-order term of the right size can be derived. The operator $h_zs_z$ mixes a partner $n$ into the two spin states with opposite amplitudes, $|0\uparrow\rangle+c|n\uparrow\rangle$ and $|0\downarrow\rangle-c|n\downarrow\rangle$, with $c=im\zeta_n/[2(\varepsilon_0-\varepsilon_n)]$ and $\zeta_n=\zeta^*$ or $\zeta^b$ of the $z$ channel. After normalisation the element of $s_x$ between them is $\tfrac12(1-|c|^2)/(1+|c|^2)\approx\tfrac12(1-2|c|^2)$, which adds $-2g_e|c|^2$ to $g_\perp$. At $\zeta_p=0$ the d--d partner has $|c|=0.7331\times0.1213/(3.7839-2.7205)=0.084$ and gives $-0.028$, against an exact-minus-first-order difference of $-0.026$. For iodine $\zeta^*=0.0889-0.1295\times0.6112=0.010$ eV nearly removes that term, while the CT partner, with $\zeta^b=0.3772\times0.1213+0.2516\times0.6112=0.200$ eV and $|c|=0.200/4.504=0.044$, gives $-0.008$, against a difference of $-0.010$. The complete second-order part, obtained numerically as the part of the shift even in $\mathbf h$, is $-0.027$, $-0.022$, $-0.012$, $-0.009$ for $\zeta_p=0$, Cl, Br, I, and the $h_z$ term alone gives $-0.028$, $-0.023$, $-0.011$, $-0.008$. The other second-order terms are not individually negligible but largely cancel: $h_y$ gives $-0.005$, $-0.004$, $-0.002$, $-0.004$ by the same mechanism, and the cross terms between components of $\mathbf h$ give $+0.006$, $+0.004$, $+0.001$, $+0.003$. Their sum changes by less than $0.003$ along the series, so the weakening of the $h_z$ term accounts for the rise.

\subsection{What the model leaves out}

\paragraph{Overlap.} Let $S_0=\langle d_0|\chi_0\rangle$ and $S_n=\langle d_n|\chi_n\rangle$. $L_kd_0=im\,d_n$ gives $\langle\chi_n|L_k|d_0\rangle=imS_n$. By Hermiticity $L_kd_n$ contains $-im\,d_0$, and its remaining $d$ component, if any, has another symmetry and no overlap with $\chi_0$, so $\langle d_n|L_k|\chi_0\rangle=(-imS_0)^*=imS_0$. Writing $\langle\chi_n|L_k|\chi_0\rangle=im\eta_L$, which now includes ligand--ligand elements,
\begin{equation}
k^*=\frac{ab-a'bS_0-ab'S_n+\eta_La'b'}{\sqrt{N_0N_n}},
\end{equation}
with $N_0$, $N_n$ the squared norms of the two orbitals. Integrals over the computed V$^{4+}$ and Cl orbitals at a model bond length of $2.3$ \AA\ give $S_0=0.0707$, $S_n=0.1190$ and $\eta_L=-0.447$ for the parallel $d^1$ channel. At fixed mixing ratios the numerator is $0.8347-0.0233-0.0489-0.0724=0.690$, and the normalised $k^*$ is $0.746$, because the antibonding norms are below one ($S_0$ and $S_n$ alone give $0.743$; the remainder comes from ligand--ligand overlap in the norms). Br at $2.5$ \AA\ and I at $2.7$ \AA\ give $0.750$ and $0.755$, all within about 1\% of the orthogonal $0.754$ as long as the mixing ratios are held fixed. With one-centre spin-orbit coupling $\zeta^*$ acquires the positive factor $1/\sqrt{N_0N_n}$ and no overlap terms, so the threshold (\ref{eq:crit}) keeps its form while $k^*>0$, with $\lambda_0$ and $\lambda_n$ taken as coefficient ratios of the overlapping atomic orbitals. Its value changes if those ratios change. Reading the orthonormal basis as the symmetrically orthogonalised pair $(d,\chi)$ turns $(a,-a')$ into $(a+\tfrac12Sa',\,-a'-\tfrac12Sa)$ to first order in $S$, which raises each $\lambda$ by about $\tfrac12S(1-\lambda^2)$; with ligand--ligand overlap neglected in the norms, the $d^1$ threshold then falls from $10.3$ to $8.8$, $9.0$, $9.2$ for Cl, Br, I, and $k^*$ to between $0.71$ and $0.73$. The effect of overlap on the CT term was not computed.

\paragraph{Multi-centre spin-orbit terms.} With the five bare nuclei as sources, the $d$--$d$ elements deviate from their one-centre values by at most 0.9\%, the $\chi$--$\chi$ elements by at most 0.4\%, and the $d$--$\chi$ elements reach 0.8\% of $|m|\zeta_d$ (bare-nucleus constants as reference). These figures refer to valence orbitals not orthogonalised to the cores.

\paragraph{Gauge correction.} In a field, $\mathbf p\to\mathbf p+\mathbf A$ in the spin-orbit operator adds $\xi\,\mathbf s\cdot(\mathbf r\times\mathbf A)$, with $\mathbf r$ measured from the atom and $\mathbf A=\tfrac12\mathbf B\times(\mathbf R+\mathbf r)$. The $\mathbf R$ part is odd in $\mathbf r$ and has no one-centre $p$--$p$ element. The rest is $\tfrac12\xi\,\mathbf s\cdot[\mathbf Br^2-\mathbf r(\mathbf r\cdot\mathbf B)]$, so $\Delta g_{zz}=\langle\xi(r^2-z^2)\rangle\le\langle\xi r^2\rangle$ for $\xi\ge0$. The computed bound is at most $5.5\times10^{-4}$ for the five atoms.

\paragraph{Regime.} Equation (\ref{eq:main}) fails when the SOMO is orbitally degenerate or when $|\zeta^*|$ or $|\zeta^b|$ is not small against its denominator. Small ratios do not guarantee accuracy: in the parallel channel of the $d^1$ iodide they are $0.009$ and $0.024$, and the first-order shift is still 17\% too large. Ligand $s$ admixture voids the two parity arguments. The denominators are orbital energy differences, which differ from excitation energies once electron repulsion is included, and states with $S>\tfrac12$ were not treated. The symmetry numbers belong to the planar geometry; axial ligands enter $\chi_{xz}$ and $\chi_{yz}$, which changes $\eta$ for $g_\perp$ and also couples the SOMO to a nonbonding ligand level, so that Eq.~(\ref{eq:main}) needs a third term.

\subsection{Practice}

A fit of the form $\Delta g=2m^2\kappa\,\zeta_d/(\varepsilon_0-\varepsilon^*)$ with one reduction factor forces $\kappa$ to absorb $k^*\zeta^*/\zeta_d$ and the whole CT term. For the $d^1$ bromide and iodide above it returns a negative $\kappa$ for $g_\parallel$ and a positive one for $g_\perp$. For $g_\parallel$ of the $d^9$ series it returns a falling $\kappa$ although the covalency was held fixed. A trend in $\kappa$ along a halide series cannot be read as a trend in covalency until the $\zeta_p$ terms are removed.

The first estimate to make is $|\eta|\lambda_0\lambda_n\zeta_p/\zeta_d$ for each $\sigma$--$\pi$ channel; it is the fraction of the metal d--d term that the ligand cancels, $0.0907/0.1164=0.78$ for the $d^1$ bromide and $0.3593/0.4036=0.89$ for the $d^9$ iodide. The CT term has to be kept as well, since at the covalency of these models its ligand part is about half the size of the d--d one ($0.55$ for $d^1$ and $0.48$ for $d^9$ in $g_\parallel$): it sets the sign of the shift for the $d^1$ bromide and supplies most of the shift for the $d^9$ iodide. A small value of the estimate does not justify dropping it, because at $V_\pi=0$ the estimate vanishes while the CT ligand term remains.

In an electronic-structure calculation, a treatment whose space of excited states contains the d--d states alone omits the CT term; in this model that gives the wrong sign for the $d^1$ bromide and about one sixth of the exact shift ($0.044$ against $0.261$) for the $d^9$ iodide. At first order, recomputing $g$ with the ligand spin-orbit operator scaled to zero separates the two sources, because Eq.~(\ref{eq:main}) is linear in $\zeta_d$ and $\zeta_p$. Beyond first order the difference also contains higher-order terms: for $g_\perp$ of the $d^9$ iodide it is $0.076-0.068=+0.008$, against a first-order ligand part of $-0.009$. Where first-order terms nearly cancel, as in $\Delta g_\parallel$ of the $d^1$ bromide or the ligand slope of $g_\perp$ for $d^9$, spin-orbit coupling should be included variationally rather than to first order.

\section*{Values computed for the example and the checks}
\begin{verbatim}
g_e = 2.002319; 1 eV = 8065.54 cm^-1
V4+ 3d: zeta = 0.0399 eV, bare-nucleus 0.0624 eV, gauge-term bound 3.4e-04
Cu2+ 3d: zeta = 0.1213 eV, bare-nucleus 0.1756 eV, gauge-term bound 5.5e-04
Cl 3p: zeta = 0.0826 eV, bare-nucleus 0.0924 eV, gauge-term bound 1.3e-04
Br 4p: zeta = 0.3209 eV, bare-nucleus 0.3418 eV, gauge-term bound 1.5e-04
I 5p: zeta = 0.6112 eV, bare-nucleus 0.6382 eV, gauge-term bound 1.4e-04
V-Cl R = 2.3 A: S(b1g) = 0.1190, S(b2g) = 0.0707, eta_L(z) = -0.447, k_dd(z) with overlap = 0.746
  multi-centre SOC, relative: dd 0.0049, chi-chi 0.0037, d-chi 0.0079
V-Br R = 2.5 A: S(b1g) = 0.1015, S(b2g) = 0.0575, eta_L(z) = -0.440, k_dd(z) with overlap = 0.750
  multi-centre SOC, relative: dd 0.0079, chi-chi 0.0013, d-chi 0.0066
V-I R = 2.7 A: S(b1g) = 0.0893, S(b2g) = 0.0502, eta_L(z) = -0.429, k_dd(z) with overlap = 0.755
  multi-centre SOC, relative: dd 0.0094, chi-chi 0.0006, d-chi 0.0062
== d1: E(xy,yz,z2,xz,x2-y2) = [3.0, 5.0, 6.0, 5.0, 4.0] eV, Vsig 1.5 eV, Vpi 0.7 eV, zd 0.0399 eV
SOMO xy: a = 0.9303, a' = 0.3667, e0 = 3.5518 eV
par x2-y2: b 0.8972 b' 0.4416 eu 5.2787 eV el -1.2787 eV kdd 0.7537 kct 0.5753
par coefficients /eV: ddM -2.9147 ddL 0.2827 ctM 0.3914 ctL 0.1567
perp xz: b 0.9823 b' 0.1874 eu 5.1889 eV el -0.1889 eV kdd 0.9624 kct -0.0804
perp coefficients /eV: ddM -1.0745 ddL -0.0571 ctM -0.0075 ctL 0.0109
none dg_par : ddM -0.1164 ddL +0.0000 ctM +0.0156 ctL +0.0000 sum -0.1008 exact -0.1033
none dg_perp: ddM -0.0429 ddL -0.0000 ctM -0.0003 ctL +0.0000 sum -0.0432 exact -0.0449
Cl   dg_par : ddM -0.1164 ddL +0.0234 ctM +0.0156 ctL +0.0130 sum -0.0645 exact -0.0675
Cl   dg_perp: ddM -0.0429 ddL -0.0047 ctM -0.0003 ctL +0.0009 sum -0.0470 exact -0.0480
Br   dg_par : ddM -0.1164 ddL +0.0907 ctM +0.0156 ctL +0.0503 sum +0.0403 exact +0.0314
Br   dg_perp: ddM -0.0429 ddL -0.0183 ctM -0.0003 ctL +0.0035 sum -0.0580 exact -0.0586
I    dg_par : ddM -0.1164 ddL +0.1728 ctM +0.0156 ctL +0.0958 sum +0.1678 exact +0.1435
I    dg_perp: ddM -0.0429 ddL -0.0349 ctM -0.0003 ctL +0.0067 sum -0.0714 exact -0.0744
exact g_par-g_perp: none -0.0584, Cl -0.0194, Br +0.0900, I +0.2179
critical zp, first order: d-d par 0.4117 eV (zp/zd 10.31), total par 0.2293 eV = 1849 cm^-1
critical zp exact: dg_par=0 at 0.2435 eV = 1964 cm^-1
g_par=g_perp at zp: first order 0.1185 eV, exact 0.1243 eV = 1003 cm^-1
== d9: E(xy,yz,z2,xz,x2-y2) = [2.0, 2.0, 2.0, 2.0, 2.0] eV, Vsig 1.5 eV, Vpi 0.7 eV, zd 0.1213 eV
SOMO x2-y2: a = 0.8244, a' = 0.5660, e0 = 3.7839 eV
par xy: b 0.8892 b' 0.4576 eu 2.7205 eV el -0.7205 eV kdd 0.6035 kct 0.6289
par coefficients /eV: ddM 3.3280 ddL -0.5880 ctM 0.4213 ctL 0.2811
perp yz: b 0.9248 b' 0.3803 eu 2.4071 eV el -0.4071 eV kdd 0.6102 kct 0.6837
perp coefficients /eV: ddM 0.6758 ddL -0.1349 ctM 0.1023 ctL 0.1208
none dg_par : ddM +0.4036 ddL -0.0000 ctM +0.0511 ctL +0.0000 sum +0.4547 exact +0.4192
none dg_perp: ddM +0.0820 ddL -0.0000 ctM +0.0124 ctL +0.0000 sum +0.0944 exact +0.0683
Cl   dg_par : ddM +0.4036 ddL -0.0486 ctM +0.0511 ctL +0.0232 sum +0.4293 exact +0.3993
Cl   dg_perp: ddM +0.0820 ddL -0.0112 ctM +0.0124 ctL +0.0100 sum +0.0932 exact +0.0719
Br   dg_par : ddM +0.4036 ddL -0.1887 ctM +0.0511 ctL +0.0902 sum +0.3562 exact +0.3385
Br   dg_perp: ddM +0.0820 ddL -0.0433 ctM +0.0124 ctL +0.0388 sum +0.0898 exact +0.0774
I    dg_par : ddM +0.4036 ddL -0.3593 ctM +0.0511 ctL +0.1718 sum +0.2671 exact +0.2613
I    dg_perp: ddM +0.0820 ddL -0.0825 ctM +0.0124 ctL +0.0738 sum +0.0857 exact +0.0761
exact g_par-g_perp: none +0.3510, Cl +0.3275, Br +0.2611, I +0.1852
critical zp, first order: d-d par 0.6864 eV (zp/zd 5.66), total par 1.4816 eV = 11950 cm^-1
d9, Vpi = 0: d(dg_par)/d(zp) exact 0.1693 /eV, 2a'^2/e0 = 0.1693 /eV
\end{verbatim}
